# Why a grounded substrate is still struck by energetic plasma ions

## Question

I deposit a nitride by plasma-enhanced atomic layer deposition. The nitrogen plasma is made by an inductive coil above the wafer. The 200 mm stage is bolted to the chamber, so it is grounded, and no bias supply is connected.

My reasoning is that ions are accelerated by voltage and the stage is at 0 V, so N$_2^+$ ions should drift onto the film with roughly the thermal energy of the gas. A colleague says that they arrive with many electronvolts. Where would that energy come from if nothing is biased? And if I did want slow ions, could I apply a positive voltage to the stage?

## Answer

Your colleague is right for an ordinary low-pressure plasma. "The stage is at 0 V" states its potential relative to the chamber. The energy an ion gains on its way depends on the potential difference between the plasma and the stage, and the plasma is not at 0 V.

Let $V_p$ be the potential of the plasma bulk and $V_s$ that of the stage, both measured from ground. A singly charged ion that starts at rest in the bulk and meets no gas molecule on the way obeys

$$0+eV_p=E+eV_s\quad\Rightarrow\quad E=e(V_p-V_s),$$

where $E$ is its kinetic energy at impact. Grounding sets $V_s=0$ and leaves $E=eV_p$. The ions would arrive slowly only if $V_p$ were near zero, so the question becomes what sets $V_p$.

### Why the plasma becomes positive

Suppose first that plasma and walls are at the same potential. Electrons are light and fast, so they reach the walls at a much higher rate than ions. Their loss leaves positive charge behind and $V_p$ rises. The resulting field turns back most electrons and pulls ions outwards. Charging stops when the two fluxes are equal, because no supply is present to carry a net direct current.

To calculate this I assume one species of cold, singly charged positive ion of mass $M$, no negative ions, and Maxwellian electrons of mass $m$ and temperature $T_e$. I quote $T_e$ in eV, so the thermal energy is $eT_e$ and $T_e$ can stand beside a voltage. The surfaces conduct and absorb what hits them.

**Electron flux.** An electron from the bulk, of density $n_0$, reaches a grounded wall if its velocity $v$ towards the wall satisfies $mv^2/2>eV_p$. Hence

$$\Gamma_e=n_0\sqrt{\frac{m}{2\pi eT_e}}\int_{v_{\min}}^{\infty}v\,e^{-mv^2/2eT_e}\,dv,\qquad \tfrac12mv_{\min}^2=eV_p .$$

The integral is $(eT_e/m)\,e^{-V_p/T_e}$, so

$$\Gamma_e=n_0\sqrt{\frac{eT_e}{2\pi m}}\;e^{-V_p/T_e}.$$

**Ion flux.** Next to the wall is the sheath, a thin layer with more ions than electrons. Let $\eta$ be the potential drop from the sheath edge, divided by $T_e$, and let ions enter with speed $u_0$ and density $n_s$. Energy conservation gives $u^2=u_0^2+2eT_e\eta/M$. Since the flux $n_iu$ is constant, for small $\eta$

$$n_i=n_s\left(1+\frac{2eT_e\eta}{Mu_0^2}\right)^{-1/2}\approx n_s\left(1-\frac{eT_e}{Mu_0^2}\eta\right),\qquad n_e=n_se^{-\eta}\approx n_s(1-\eta).$$

The layer is positively charged, $n_i\ge n_e$, if $u_0\ge u_B=\sqrt{eT_e/M}$. I take the equality, the Bohm speed. Ions gain this speed in the weak field of the presheath, which joins bulk to sheath. The drop there follows from $Mu_B^2/2=eT_e/2$: it is $T_e/2$. The electron density, and with it the ion density, has then fallen to $n_s=n_0e^{-1/2}$. Therefore

$$\Gamma_i=n_0e^{-1/2}\sqrt{\frac{eT_e}{M}} .$$

**Balance.** Setting $\Gamma_e=\Gamma_i$ and cancelling $n_0\sqrt{eT_e}$ gives

$$\frac{e^{-V_p/T_e}}{\sqrt{2\pi m}}=\frac{e^{-1/2}}{\sqrt M}\quad\Rightarrow\quad e^{V_p/T_e}=e^{1/2}\sqrt{\frac{M}{2\pi m}} .$$

Taking the logarithm,

$$V_p=T_eF,\qquad F=\frac12+\frac12\ln\frac{M}{2\pi m}.$$

The density has cancelled. Without gas collisions, a denser plasma at fixed $T_e$ sends more ions to the wafer but does not give each one more energy.

The mass ratio is what makes $V_p$ positive. If $M$ were equal to $m$, the same formulas at $V_p=0$ would give an electron flux proportional to $1/\sqrt{2\pi}=0.40$ against an ion flux proportional to $e^{-1/2}=0.61$, and the plasma would not charge positively.

The balance holds on each unit of area. An electrically isolated stage also settles where its electron and ion fluxes agree, so in this rf-free model it floats at 0 V by itself. Connecting the ground strap then changes nothing.

### Numbers for a nitrogen plasma

Take $T_e=3$ eV and a sheath-edge density of $10^{10}$ cm$^{-3}$. For N$_2^+$, $M/m=51065$, so

$$F=0.5+\tfrac12\ln\frac{51065}{2\pi}=0.5+4.50=5.00,\qquad V_p=3\times5.00=15.0\ \text{V}.$$

The ions strike your grounded stage with 15 eV. The thermal energy $kT$ of the gas at 300 K is 0.026 eV, nearly 600 times less. Of the 15 V, 1.5 V lies across the presheath and 13.5 V across the sheath.

At $V_p=0$ the electron flux would be $e^{F}\approx149$ times the ion flux. As a test, the charging was followed in time, with the electron flux integrated numerically over the velocity distribution. Starting from 0 V and from 30 V, the plasma settled at 15.00 V both times, so the balance is stable.

The Bohm speed is 3.21 km/s and the impact speed is $u_B\sqrt{2F}=10.2$ km/s. The ion flux is

$$n_su_B=10^{10}\times3.21\times10^{5}=3.2\times10^{15}\ \text{cm}^{-2}\,\text{s}^{-1},$$

and multiplying by 15 eV gives a kinetic power of 7.7 mW/cm$^2$.

The field itself comes from Poisson's equation. With length in units of the edge Debye length $\lambda_D=\sqrt{\varepsilon_0T_e/(en_s)}$, here 0.129 mm, and with the ion and electron densities given above,

$$\frac{d^2\eta}{d\xi^2}=\frac{n_i-n_e}{n_s}=(1+2\eta)^{-1/2}-e^{-\eta}.$$

Solved numerically, this puts all but the first $0.1\,T_e$ of the sheath drop within 1.33 mm of the wafer. An ion moved through this field by Newton's law hits the wall with 15.00 eV, as energy conservation requires.

### Can a positive stage voltage stop them?

It can slow them, but by less than the applied voltage, because the plasma potential follows the stage upwards.

Let the stage be a fraction $\alpha$ of the total collecting area, the rest being grounded. I hold $T_e$ and the edge density fixed and assume that both surfaces still repel electrons. The ion flux is then the same everywhere, while the electron barrier is $V_p$ at the walls and $V_p-V_s$ at the stage. The total current must vanish:

$$(1-\alpha)e^{-V_p/T_e}+\alpha e^{-(V_p-V_s)/T_e}=e^{-F}.$$

Here $e^{-F}$ is the ion flux divided by the electron flux at zero barrier. Taking out the factor $e^{-V_p/T_e}$ and solving,

$$V_p=T_e\left[F+\ln\!\left(1-\alpha+\alpha e^{V_s/T_e}\right)\right].$$

Your stage has an area of 314 cm$^2$. With 6000 cm$^2$ of other grounded surface, $\alpha=314/6314=0.0498$. At $V_s=+10$ V the bracket in the logarithm is $0.950+0.0498\,e^{3.33}=2.34$, so $V_p=15.0+3\ln2.34=17.6$ V and the ion energy is 7.6 eV. Other settings give:

| Stage (V) | $V_p$ (V) | Ion energy (eV) |
|---:|---:|---:|
| −30 | 14.9 | 44.9 |
| 0 | 15.0 | 15.0 |
| +10 | 17.6 | 7.6 |
| +20 | 26.1 | 6.1 |
| +30 | 36.0 | 6.0 |

The first 10 V removes about half of the energy, and the next 20 V remove little more. For large positive $V_s$ the exponential dominates the logarithm, so $V_p\to V_s+T_e(F+\ln\alpha)$ and

$$E\to eT_e(F+\ln\alpha)=3\times(5.00-3.00)=6.0\ \text{eV}.$$

In this limit the stage collects nearly all the electrons needed to balance the ions lost to the whole chamber. Its barrier must be lower than before, but it cannot vanish. The formula also assumes the Bohm ion flux at the stage, which needs a barrier of at least the presheath drop $T_e/2$, that is $\alpha>e^{1/2-F}=0.011$. Below this the ion sheath at the stage collapses, and an electrode smaller than $\alpha=e^{-F}=0.0067$ can reach the plasma potential, where it no longer repels electrons.

A strongly negative stage collects almost no electrons, and $V_p\to T_e[F+\ln(1-\alpha)]$. This reaches zero only when $\alpha=1-e^{-F}=0.993$, that is, when the negative electrode is nearly the entire boundary. Even then, ions are accelerated strongly into that electrode.

These results need a conducting surface. If an insulating film or wafer blocks direct current, its surface charges until the local fluxes balance. Its barrier then returns to $T_eF$, and a steady stage voltage no longer controls the steady impact energy. The grounded walls must conduct as well. An insulating nitride coating on them, such as SiN or AlN but not TiN or TaN, shrinks the area that holds $V_p$ down, so $V_p$ follows the stage more closely and the bias slows the ions less.

### A coil can make the energy higher

An inductive coil also couples some rf voltage capacitively into the plasma. Suppose the plasma potential is $\bar V+V_1\sin\omega t$ while the stage and walls stay grounded. Electrons respond at once, and I take the ion flux to the sheath as steady. The electron flux averaged over a cycle must then equal the ion flux:

$$e^{-\bar V/T_e}\,\frac1{2\pi}\int_0^{2\pi}e^{-(V_1/T_e)\sin\theta}\,d\theta=e^{-F}.$$

The averaged exponential is the modified Bessel function $I_0(V_1/T_e)$, so

$$\bar V=T_e\left[F+\ln I_0(V_1/T_e)\right].$$

Since $I_0>1$ for any nonzero amplitude, the oscillation raises the mean potential. The half-cycle with a low barrier lets out more extra electrons than the other half-cycle holds back, and a higher mean barrier must compensate. For small amplitudes $I_0(a)\approx1+a^2/4$, and the rise is about $V_1^2/(4T_e)$.

With $V_1=10$ V the rise is 5.6 V, so $\bar V=20.6$ V. The potential swings between 10.6 and 30.6 V and stays positive, as the electron flux formula requires.

The ion energies do not cover that whole range, because an ion needs time to cross and samples different phases of the field. I followed ions through a sheath field of fixed shape whose strength oscillates at 13.56 MHz. They arrived with 17.6 to 23.7 eV, with a mean of 20.7 eV. At ten times the frequency the spread fell from 6.1 to 0.6 eV. The fixed shape is a simplification: if the electron edge is allowed to move with the rf, the mean stays the same and the spread at 13.56 MHz is about 0.5 eV smaller. Each single ion arrives with $e$ times the mean potential only in the limit of many cycles per crossing.

### Gas collisions reduce the energy per ion

In charge exchange, a fast ion takes an electron from a slow molecule. The result is a fast neutral and a new, slow ion, which falls through only the remaining potential.

Let $z$ be the distance from the wafer, $V(z)$ the potential there and $\lambda$ the mean free path. An arriving ion had its last collision between $z$ and $z+dz$ with probability $(dz/\lambda)e^{-z/\lambda}$: a collision in $dz$, then none over the distance $z$. If the collision region has length $L$,

$$\langle E\rangle=\int_0^L eV(z)\,e^{-z/\lambda}\frac{dz}{\lambda}+eV_p\,e^{-L/\lambda}.$$

The last term counts ions that did not collide. For $L$ I take the computed sheath, from the point where the potential has dropped by $0.01\,T_e$ to the wafer, and I neglect collisions in the presheath. This cut is arbitrary: moving it between $0.1\,T_e$ and $0.001\,T_e$ shifts the 10 mTorr value below between 14.1 and 13.1 eV and the 100 mTorr value between 9.0 and 8.8 eV. I use $\lambda=kT/(p\sigma)$ with a rough cross section $\sigma=5\times10^{-15}$ cm$^2$, and keep the collisionless field without rf:

- At 10 mTorr, $\lambda=6.2$ mm and the mean energy is 13.7 eV.
- At 100 mTorr, $\lambda=0.62$ mm and the mean energy is 8.8 eV.
- At 1000 mTorr, $\lambda=0.062$ mm and the mean energy is 2.0 eV.

A simulation with random free paths also gave 8.8 eV at 100 mTorr. Collisions also change the field itself, which is neglected here. In the presheath, friction with the gas means that ions need a larger drop than $T_e/2$ to reach the Bohm speed. This puts $V_p$ above 15 V, but much of the extra energy goes to the gas. At a given ion flux, slowed ions are denser and make the field near the wafer steeper, so the true mean energies are higher than these. A fluid estimate that includes ion–gas friction in the field, at the same ion flux, gives roughly 15, 11 and 4 eV at the three pressures. At 100 mTorr an ion already collides about twice in the last 1.33 mm, so 8.8 eV is an estimate, and the value at 1000 mTorr is only an indication. Even so, 2 eV is far above 0.026 eV. The energy missing from the ions is handed to fast neutrals, some of which may also reach the film.

### How this compares with a real reactor

An electron temperature of a few eV, a density near $10^{10}$ cm$^{-3}$ at the wafer and pressures from several to some hundreds of mTorr are rough but reasonable values for inductive plasma deposition. They do not all occur together: $T_e$ is usually lower at the higher pressures, where each electron meets more molecules and ions escape more slowly, so cooler electrons can sustain the plasma. A wafer far downstream can see a cooler, thinner plasma. For your reactor, 15 eV is therefore an estimate of scale. Charge exchange lowers it at the higher pressures, to roughly 9 to 11 eV at 100 mTorr in the estimate above, which keeps $T_e$ at 3 eV. A lower $T_e$ at the same density would reduce it further. The 10 V oscillation moves it the other way, to about 21 eV.

The electron distribution matters too. A Druyvesteyn distribution, proportional to $\exp(-\text{const}\times v^4)$, has fewer very fast electrons at the same mean energy. A lower barrier is then enough, and with the ion flux held fixed $V_p$ becomes 10.4 V.

Secondary electrons matter less. If each ion releases 0.1 electron, the incoming electron flux must be $1.1\,\Gamma_i$, which changes $V_p$ by $-3\ln1.1=-0.29$ V. Allowing for ions created within the presheath, rather than all in the bulk, changes the mean impact energy by about $+0.2$ eV.

The positive sign of $V_p$ is not a law for every plasma. It rests on mobile electrons escaping faster than ions. Strong electron emission from the walls counteracts that loss, and so does replacing nearly all of the free electrons by negative ions. Those cases need a different balance. When the power is switched off and the electrons cool, $V_p$ falls too, since it is proportional to $T_e$ while this balance lasts.

For your process, the ground strap is no evidence that the ions are slow. Whether 10 or 20 eV harms the film depends on the material and the dose. To reduce the energy, you can lower $T_e$, suppress capacitive coupling from the coil, or raise the pressure, provided that the change does not raise one of the other contributions. A modest positive bias can help if the stage surface and a large enough area of the grounded walls conduct, but with the areas assumed here, equal plasma density at all surfaces and no rf, the energy in this model does not fall below about 6 eV, however large the bias. This floor depends on the stage's share of the total ion loss, not of the area alone: it is about 3 eV if the walls see three times the density at the stage, it vanishes at ten times, and the 10 V oscillation raises it to about 12 eV. It also raises $V_p$, and with it the energy of the ions that strike the grounded chamber walls. The numerical output below lists the values used here.

## Table of computed values

```
Electron temperature: 3.0 eV
Sheath-edge density: 1.0e+10 cm^-3
N2+ to electron mass ratio: 51065
Electron/ion flux ratio at Vp = 0: 148.6
Factor F = Vp/Te: 5.001
Plasma potential, formula: 15.00 V
Plasma potential, charging from 0 V: 15.00 V
Plasma potential, charging from 30 V: 15.00 V
Presheath part of the drop: 1.50 V
Sheath part of the drop: 13.50 V
Impact energy from ion trajectory: 15.00 eV
Bohm speed: 3.21 km/s
Impact speed: 10.17 km/s
Thermal energy kT of gas at 300 K: 0.0259 eV
Ion flux: 3.21e+15 cm^-2 s^-1
Ion power density: 7.73 mW/cm2
Edge Debye length: 0.129 mm
Sheath width (from 0.1 Te drop to wall): 1.33 mm
Stage diameter: 200 mm
Stage area: 314 cm2; other area: 6000 cm2
Stage area fraction alpha: 0.0498
Stage -30 V: Vp 14.85 V, ion energy 44.85 eV
Stage +0 V: Vp 15.00 V, ion energy 15.00 eV
Stage +10 V: Vp 17.56 V, ion energy 7.56 eV
Stage +20 V: Vp 26.07 V, ion energy 6.07 eV
Stage +30 V: Vp 36.01 V, ion energy 6.01 eV
Large-positive-bias ion energy limit: 6.00 eV
Smallest alpha for that limit, exp(-F): 0.0067
Negative-electrode alpha for Vp = 0: 0.9933
RF amplitude: 10 V at 13.56 MHz
RF rise of mean plasma potential: 5.58 V
RF mean plasma potential: 20.58 V
RF lowest plasma potential: 10.58 V
RF ion energy mean: 20.7 eV
RF ion energy range: 17.6 to 23.7 eV
Energy spread at 10x frequency: 0.63 eV
Charge-exchange cross section: 5.0e-15 cm2
10 mTorr: free path 6.213 mm, mean ion energy 13.7 eV
100 mTorr: free path 0.621 mm, mean ion energy 8.8 eV
1000 mTorr: free path 0.062 mm, mean ion energy 2.0 eV
100 mTorr, random-path simulation: 8.8 eV
Presheath ionization: energy shift +0.21 eV
Secondary yield 0.1: Vp shift -0.29 V
Druyvesteyn electrons, same mean energy: Vp 10.4 V
```
